# The RPA correlation energy from the adiabatic connection, with two examples, part 2

We prove (2) and (3) below for the correlation energy of $N$ electrons, in Hartree atomic units. Let $\hat H_\lambda=\hat T+\lambda\hat W+\int u_\lambda\hat n$, $0\le\lambda\le1$, with $\hat W=\tfrac12\sum_{i\neq j}v(\mathbf r_i,\mathbf r_j)$ and density operator $\hat n$. The potential $u_\lambda$ keeps the density $n$ of the ground state $\Psi_\lambda$ (energy $E_\lambda$, expectation values $\langle\cdot\rangle_\lambda$) fixed. $\Psi_0=\Phi$ is the Kohn–Sham determinant, $T_s=\langle\Phi|\hat T|\Phi\rangle$, $\delta\hat n=\hat n-n$, and a dot means $d/d\lambda$. Define

$$E_c=E_1-\langle\Phi|\hat H_1|\Phi\rangle,\qquad U_c(\lambda)=\langle\hat W\rangle_\lambda-\langle\hat W\rangle_0 .$$

Adding $\delta u\,e^{\omega t}$ to $u_\lambda$ changes the density by $\chi_\lambda(i\omega)\delta u\,e^{\omega t}$. $\mathrm{Tr}$ is the operator trace, $\mathrm{tr}$ the matrix trace, and $(f|g)=\iint f(\mathbf r)v(\mathbf r,\mathbf r')g(\mathbf r')$.

Assumptions: (A1) $v$ is real, symmetric, positive semidefinite; (A2) $u_\lambda$ exists, $\Psi_\lambda$ is real and non-degenerate, both differentiable in $\lambda$; (A3) $\Delta_p>0$; (A4) the number $M$ of pairs is finite; (A5) the RPA response solves

$$\chi^{\rm RPA}_\lambda=\chi_0+\lambda\,\chi_0\,v\,\chi^{\rm RPA}_\lambda. \tag{1}$$

The theorem states, under (A1) and (A2),

$$E_c=-\frac1{2\pi}\int_0^1d\lambda\int_0^\infty d\omega\;\mathrm{Tr}\big[v\,(\chi_\lambda(i\omega)-\chi_0(i\omega))\big], \tag{2}$$

and, with $\chi^{\rm RPA}_\lambda$ for $\chi_\lambda$, under (A1), (A3) and (A4), a finite value

$$E_c^{\rm RPA}=\frac1{2\pi}\int_0^\infty d\omega\;\mathrm{Tr}\big[\ln(1-\chi_0(i\omega)v)+\chi_0(i\omega)v\big]\le0. \tag{3}$$

Lemma 1: $E_c=\int_0^1U_c(\lambda)\,d\lambda$. Lemma 2:

$$\langle\hat W\rangle_\lambda=\tfrac12(n|n)-\tfrac12\int v(\mathbf r,\mathbf r)\,n(\mathbf r)\,d\mathbf r+\tfrac12\iint v(\mathbf r,\mathbf r')\,\langle\delta\hat n(\mathbf r)\,\delta\hat n(\mathbf r')\rangle_\lambda. \tag{4}$$

Lemma 3, with excitation energies $\Omega_m$ and transition densities $\rho_m$ of $\hat H_\lambda$:

$$\chi_\lambda(\mathbf r,\mathbf r';i\omega)=-\sum_m\frac{2\Omega_m}{\Omega_m^2+\omega^2}\,\rho_m(\mathbf r)\rho_m(\mathbf r'), \tag{5}$$

$$\langle\delta\hat n(\mathbf r)\,\delta\hat n(\mathbf r')\rangle_\lambda=-\frac1\pi\int_0^\infty\chi_\lambda(\mathbf r,\mathbf r';i\omega)\,d\omega. \tag{6}$$

A pair $p=(i,a,\sigma)$ of occupied and empty real orbitals of equal spin has energy difference $\Delta_p$, density $\rho_p=\varphi_{i\sigma}\varphi_{a\sigma}$ and $K_{pq}=(\rho_p|\rho_q)$. Then

$$\chi_0(\mathbf r,\mathbf r';i\omega)=-\sum_pg_p^2\,\rho_p(\mathbf r)\rho_p(\mathbf r'),\qquad g_p^2=\frac{2\Delta_p}{\Delta_p^2+\omega^2}. \tag{7}$$

Lemma 4: $S_{pq}=g_pK_{pq}g_q$ has eigenvalues $\varepsilon_k(\omega)\ge0$, and for every $F$ with $F(0)=0$,

$$\mathrm{Tr}\,F(\chi_0v)=\sum_kF(-\varepsilon_k). \tag{8}$$

Lemma 5:

$$U_c^{\rm RPA}(\lambda)\equiv-\frac1{2\pi}\int_0^\infty\!d\omega\,\mathrm{Tr}\big[v(\chi^{\rm RPA}_\lambda-\chi_0)\big]=-\frac1{2\pi}\int_0^\infty\!d\omega\sum_k\frac{\lambda\varepsilon_k^2}{1+\lambda\varepsilon_k}. \tag{9}$$

Lemma 6:

$$E_2\equiv-\frac1{4\pi}\int_0^\infty\!d\omega\sum_k\varepsilon_k^2=-\frac12\sum_{pq}\frac{K_{pq}^2}{\Delta_p+\Delta_q}. \tag{10}$$

## Proof of the theorem

By Lemma 2, $U_c(\lambda)=\tfrac12\iint v\,[\langle\delta\hat n\,\delta\hat n'\rangle_\lambda-\langle\delta\hat n\,\delta\hat n'\rangle_0]$. By (6) the bracket is $-\frac1\pi\int_0^\infty(\chi_\lambda-\chi_0)\,d\omega$. Since $\chi$ is symmetric, $\iint v(\mathbf r,\mathbf r')\chi(\mathbf r,\mathbf r')=\mathrm{Tr}[v\chi]$. The factor $\tfrac12$ from pair counting and the factor $-\frac1\pi$ combine to $-\frac1{2\pi}$, and Lemma 1 gives (2).

With the RPA response, $E_c^{\rm RPA}=\int_0^1U_c^{\rm RPA}d\lambda$ with the integrand (9). The function $\sum_k\lambda\varepsilon_k^2/(1+\lambda\varepsilon_k)$ is continuous and non-negative in $(\lambda,\omega)$, so Tonelli's theorem allows the $\lambda$ integral to be done first. The $\varepsilon_k$ do not depend on $\lambda$, because $\chi_0$ and $v$ do not. For each mode,

$$\int_0^1\Big[\frac{\varepsilon}{1+\lambda\varepsilon}-\varepsilon\Big]d\lambda=\Big[\ln(1+\lambda\varepsilon)-\lambda\varepsilon\Big]_0^1=\ln(1+\varepsilon)-\varepsilon .$$

Therefore

$$E_c^{\rm RPA}=\frac1{2\pi}\int_0^\infty d\omega\;f(\omega),\qquad f(\omega)=\sum_k\big[\ln(1+\varepsilon_k)-\varepsilon_k\big]. \tag{11}$$

By (8) with $F(x)=\ln(1-x)+x$, $f(\omega)$ is the trace in (3). From $0\le\lambda\varepsilon^2/(1+\lambda\varepsilon)\le\lambda\varepsilon^2$, integration over $\lambda$ gives $-\varepsilon^2/2\le\ln(1+\varepsilon)-\varepsilon\le0$, and with Lemma 6

$$E_2\le E_c^{\rm RPA}\le0. \tag{12}$$

This proves finiteness and sign. $\square$

## Remarks

**Why the coupling integral gives a pure $\mathrm{Tr}\ln$.** The proof amounts to $\frac{d}{d\lambda}\mathrm{Tr}\ln(1-\lambda\chi_0v)=-\mathrm{Tr}[v\chi^{\rm RPA}_\lambda]$. This holds because the kernel that screens the response in (1) is $\lambda$ times the same $v$ that appears in (2). If (1) carried a kernel $\lambda w$ instead, the derivative of $\mathrm{Tr}\ln(1-\lambda\chi_0w)$ would be $-\mathrm{Tr}[w\chi_\lambda]$, while (2) requires $\mathrm{Tr}[v\chi_\lambda]$. The two are proportional when $w$ is a multiple of $v$, and in general not otherwise. The $\lambda$ integral itself needs only a kernel linear in $\lambda$: for invertible $w$, and when the eigenvalues of $1-\lambda\chi_0w$ stay positive along the path, $\int_0^1(1-\lambda\chi_0w)^{-1}\chi_0w\,d\lambda=-\ln(1-\chi_0w)$, so the integrand of (3) is replaced by $\mathrm{Tr}[v\ln(1-\chi_0w)\,w^{-1}+v\chi_0]$, which for $w=v$ is the trace in (3).

**Computable form.** Since $\sum_k\ln(1+\varepsilon_k)=\ln\det(1+S)$, the integrand is $f=\ln\det(1+S)-\mathrm{tr}\,S$, which needs only $\Delta_p$ and $K_{pq}$.

**Power series.** Expanding the logarithm gives $f=\sum_{j\ge2}\frac{(-1)^{j+1}}{j}\,\mathrm{tr}\,S^j$, the ring series, whose first term integrates to $E_2$. If some $\varepsilon_k(0)>1$, then by continuity the largest eigenvalue exceeds $1+\eta$, with $\eta>0$, on an interval of frequency of some length $\ell$. The $j$-th term of the energy is then at least $\ell(1+\eta)^j/(2\pi j)$ in magnitude, and the series diverges. The proof above does not use the series, and (3) holds for any $\varepsilon_k\ge0$.

**Shape of the integrand in $\lambda$.** Each mode contributes $\varepsilon/(1+\lambda\varepsilon)-\varepsilon$, with first derivative $-\varepsilon^2/(1+\lambda\varepsilon)^2\le0$ and second derivative $2\varepsilon^3/(1+\lambda\varepsilon)^3\ge0$. So $U_c^{\rm RPA}$ starts at zero, decreases and is convex, and its initial slope is $-\frac1{2\pi}\int\sum_k\varepsilon_k^2\,d\omega=2E_2$.

**Kinetic part.** The potential energies $\int u_1n$ of $\Psi_1$ and $\Phi$ are equal, so exactly $E_c=T_c+U_c(1)$ with $T_c=\langle\hat T\rangle_1-T_s$. Defining the RPA value by the same relation, and using $-\varepsilon+\varepsilon^2/(1+\varepsilon)=-\varepsilon/(1+\varepsilon)$,

$$T_c^{\rm RPA}=\frac1{2\pi}\int_0^\infty d\omega\sum_k\Big[\ln(1+\varepsilon_k)-\frac{\varepsilon_k}{1+\varepsilon_k}\Big]\ge0,$$

because the bracket vanishes at $\varepsilon=0$ and has derivative $\varepsilon/(1+\varepsilon)^2\ge0$.

**High frequency.** From $g_p^2\le2\Delta_p/\omega^2$,

$$|f(\omega)|\le\tfrac12\mathrm{tr}\,S^2\le\frac{C}{\omega^4},\qquad C=2\sum_{pq}\Delta_p\Delta_qK_{pq}^2 .$$

As $\omega\to\infty$, $g_p^2\omega^2\to2\Delta_p$ and the higher terms of the series fall as $\omega^{-6}$, so $f\to-C/\omega^4$. The logarithm alone falls as $\mathrm{tr}\,S\sim\omega^{-2}$, and the term $\chi_0v$ removes this tail. The integral of that term is $-\frac1{2\pi}\int\mathrm{tr}\,S\,d\omega=-\tfrac12\mathrm{tr}\,K$. When the pairs are complete, $\tfrac12\mathrm{tr}\,K$ is the fluctuation term of (4) at $\lambda=0$ and equals $\langle\hat W\rangle_0-\tfrac12(n|n)+\tfrac12\int v(\mathbf r,\mathbf r)n$, which is infinite for the bare Coulomb interaction. The two terms of (3) therefore cannot be taken separately to the limit of a complete basis. Their sum stays bounded by (12) as long as the sum (10) converges.

**Frequency integral done analytically.** Let $G$ and $\Delta$ be the diagonal matrices of $g_p$ and $\Delta_p$. Then $1+\lambda S=G(G^{-2}+\lambda K)G$, and with $G^{-2}=(\Delta^2+\omega^2)/2\Delta$,

$$G^{-2}+\lambda K=\tfrac12\,\Delta^{-1/2}\big(\omega^2+Q_\lambda\big)\Delta^{-1/2},\qquad Q_\lambda=\Delta^2+2\lambda\,\Delta^{1/2}K\Delta^{1/2}.$$

The matrix $Q_\lambda$ is symmetric and positive definite; call its eigenvalues $\Omega_n^2$ and its orthonormal eigenvectors $z_n$. At $\lambda=1$ the determinant is

$$\det(1+S)=\prod_pg_p^2\cdot\prod_p\frac1{2\Delta_p}\cdot\prod_n(\omega^2+\Omega_n^2)=\prod_{n=1}^M\frac{\omega^2+\Omega_n^2}{\omega^2+\Delta_n^2}.$$

The integral $J(a,b)=\int_0^\infty\ln\frac{\omega^2+a^2}{\omega^2+b^2}\,d\omega$ vanishes at $a=b$ and has $\partial J/\partial a=\int_0^\infty\frac{2a\,d\omega}{a^2+\omega^2}=\pi$, so $J=\pi(a-b)$. Together with the integral of $\mathrm{tr}\,S$ this gives the plasmon form

$$E_c^{\rm RPA}=\tfrac12\Big[\sum_n\Omega_n-\sum_p\Delta_p-\mathrm{tr}\,K\Big]. \tag{13}$$

The $\Omega_n$ are also the positive eigenvalues of the problem $AX+BY=\Omega X$, $-BX-AY=\Omega Y$ with $A=\Delta+K$, $B=K$. Adding and subtracting the two equations gives $(A-B)(X-Y)=\Omega(X+Y)$ and $(A+B)(X+Y)=\Omega(X-Y)$, hence $\Delta(\Delta+2K)(X+Y)=\Omega^2(X+Y)$, and $\Delta(\Delta+2K)=\Delta^{1/2}Q_1\Delta^{-1/2}$.

The same factorization gives $U_c^{\rm RPA}(\lambda)$. One has $\mathrm{tr}[S(1+\lambda S)^{-1}]=\mathrm{tr}[K\,G(1+\lambda S)^{-1}G]=\mathrm{tr}[K(G^{-2}+\lambda K)^{-1}]$, and the inverse is $\sum_n\frac{2\Omega_n}{\Omega_n^2+\omega^2}\,y_ny_n^T$ with $y_n=\Delta^{1/2}z_n/\sqrt{\Omega_n}$. Integrating each term over $\omega$ to $\pi$,

$$U_c^{\rm RPA}(\lambda)=\tfrac12\sum_ny_n^TKy_n-\tfrac12\mathrm{tr}\,K. \tag{14}$$

**One pair, and a closing gap.** For $M=1$, (13) is $\tfrac12[\sqrt{\Delta^2+2\Delta K}-\Delta-K]$. For $K\ll\Delta$ the root is $\Delta+K-K^2/2\Delta+\dots$, and the energy tends to $-K^2/4\Delta=E_2$. For $\Delta\to0$ at fixed $K$, $E_2$ diverges while the energy tends to $-K/2$. The RPA value thus has a finite limit in this model, but at $\Delta=0$ the determinant $\Phi$ is degenerate and (A2) fails, so the derivation does not cover that point.

**Attractive interactions.** If (A1) fails, $S$ can have negative eigenvalues. When some $\varepsilon_k(\omega)\le-1$, the factor $1+\lambda\varepsilon_k$ vanishes at a coupling $\lambda\le1$, equation (1) has no solution there, and the mode term $\ln(1+\varepsilon_k)$ in (11) has no finite real value (the determinant $\det(1+S)$ can still be positive when an even number of its factors is negative, so a real $\ln\det(1+S)$ does not exclude this case). For one pair this is the condition $\Delta+2K\le0$, where $\Omega^2\le0$ and the time-dependent Hartree response is unstable.

**One electron.** For $N=1$, $\hat W=0$, $\hat H_\lambda$ does not depend on $\lambda$, $\chi_\lambda=\chi_0$ and $E_c=0$. Equation (11) is strictly negative whenever $K\ne0$, because (1) lets the electron screen itself.

**Two electrons in a singlet.** Both electrons occupy one nodeless orbital $\varphi$. Let $k_{ab}=(\varphi\varphi_a|\varphi\varphi_b)$, and let $\hat H'=\hat W+\int\dot u_0\hat n$ be the first-order perturbation. With $\Psi_\lambda=\Phi-\lambda\sum_m|m\rangle\langle m|\hat H'|\Phi\rangle/\Omega_m+\dots$, the exact slope is $U_c'(0)=-2\sum_m\langle\Phi|\hat W|m\rangle\langle m|\hat H'|\Phi\rangle/\Omega_m$. For a single excitation $\varphi\to\varphi_a$ of either electron, the matrix element of $\hat H'$ is $\int\varphi_a\,h\,\varphi$ with $h(\mathbf r)=\dot u_0(\mathbf r)+\int v(\mathbf r,\mathbf r')\varphi^2(\mathbf r')d\mathbf r'$. Only single excitations change the density in first order, and they change it by $\chi_0(0)h$. This must vanish, so $\int h\chi_0h=-\sum_pg_p^2\big(\int\rho_ph\big)^2=0$ and every single-excitation element is zero. The double excitations take the up electron to $a$ and the down electron to $b$, with element $k_{ab}$ for both $\hat W$ and $\hat H'$. Thus $U_c'(0)=-2\sum_{ab}k_{ab}^2/(\Delta_a+\Delta_b)$. The RPA slope is $2E_2=-\sum_{pq}K_{pq}^2/(\Delta_p+\Delta_q)$, where $p$ and $q$ each run over both spins, and this is $-4\sum_{ab}k_{ab}^2/(\Delta_a+\Delta_b)$. The RPA slope is twice the exact one. The excess consists of the terms in which both pairs have the same spin, which would excite one electron twice.

## Example 1: two electrons on four sites

All frequency integrals in both examples use the map $\omega=(1+x)/(1-x)$ Ha, $d\omega=2\,dx/(1-x)^2$, with a 60-point Gauss–Legendre rule in $x\in(-1,1)$.

The model is an open chain of four sites with hopping $-t$ between neighbours, $t=1$ Ha, site energies $(-1,\,0,\,0.5,\,0)$ Ha and interaction $v_{ij}=U/\sqrt{1+(i-j)^2}$, $U=2$ Ha. With the up electron on site $a$ and the down electron on site $b$, $\hat W=v_{ab}$, and $\hat H_\lambda$ is a $16\times16$ matrix that is diagonalized in full. The ground state has $E_1=-2.20328$ Ha and site densities $(0.8288,\,0.5658,\,0.3561,\,0.2493)$. Its interaction energy is $1.25134$ Ha, both as a direct expectation value and from (4) with (5) and (6).

The potential $u_\lambda$ is found by Newton's method, $u\leftarrow u+\chi_\lambda(0)^{+}(n-n_\lambda)$, where the pseudo-inverse discards the constant shift, stepping down from $\lambda=1$. At $\lambda=0$ it is $(-0.7043,\,0.4731,\,0.5669,\,-0.3356)$ Ha at zero mean, with orbital excitation energies $0.6244$, $2.0343$ and $3.4635$ Ha. The definition $E_1-\langle\Phi|\hat H_1|\Phi\rangle$ gives $-0.08456$ Ha. Equation (2), with the exact $\chi_\lambda$ and a 14-point Gauss–Legendre rule in $\lambda$, gives the same $-0.08456$ Ha.

Equation (3), with the logarithm of the $4\times4$ matrix $1-\chi_0v$, gives $E_c^{\rm RPA}=-0.11977$ Ha, above $E_2=-0.22620$ Ha from (10) as (12) requires. The RPA error is $-0.11977+0.08456=-0.03521$ Ha, or $0.03521/0.08456=42\%$ of the exact correlation energy of this model. The exact slope, from the difference quotient $U_c(\lambda)/\lambda$ at $\lambda=10^{-4}$, is $-0.2262$ Ha, half of the RPA slope $2E_2=-0.4524$ Ha. The factor of two at weak coupling has shrunk to $1.42$ in the integrated energy. For a single electron in the same Kohn–Sham potential, where $\chi_0$ has one spin channel, (3) gives $-0.03825$ Ha and the exact value is zero.

## Example 2: the gold atom

The input is a spin-unrestricted Kohn–Sham calculation for neutral Au with the PBE functional, in the def2-SVP basis with its effective core potential: 19 explicit electrons and 32 basis functions. The populations of the s, p and d functions are 3, 6 and 10, which is the configuration $5s^25p^65d^{10}6s^1$. The PBE orbitals stand in for the exact Kohn–Sham orbitals and the core potential is not local, so the example is an evaluation of (3) for given $\Delta_p$ and $K_{pq}$. Lemmas 4 to 6 and equations (11) to (14) apply to it exactly; the identification of $\Phi$ with the end point of the exact path does not.

With 10 up and 9 down electrons there are $10\times22+9\times23=427$ pairs, with $\Delta_p$ from $0.0509$ to $206.4$ Ha. The matrix $K$ is built from the four-index Coulomb integrals, and $S$ is diagonalized at each frequency.

| $\omega$ (Ha) | $\mathrm{Tr}\ln(1-\chi_0v)$ | $\mathrm{Tr}\,\chi_0v$ | $f(\omega)$ |
|---|---|---|---|
| 0 | 12.6031 | $-16.6926$ | $-4.0895$ |
| 1 | 5.5233 | $-6.4083$ | $-0.8849$ |
| 10 | 0.342389 | $-0.345000$ | $-0.002611$ |

At $\omega=0$ four eigenvalues exceed 1: $1.6270$ once and $1.5238$ three times. With spherical spin densities $\chi_0v$ commutes with rotations, and these are the degeneracies of $l=0$ and $l=1$. The ring series therefore diverges for this atom, while (3) is well defined. The values depend on the basis: def2-TZVP gives $1.76$ once and $1.58$ three times, and def2-QZVP gives $1.93$ three times and $1.78$ once. In all three bases four eigenvalues exceed 1. The four modes contribute $\ln2.6270-1.6270=-0.661$ and $3(\ln2.5238-1.5238)=3(-0.598)=-1.794$, together $-2.455$, or 60% of $f(0)$. Their second-order values $-\varepsilon^2/2$ are $-1.324$ and $-1.161$ per mode, about twice as large.

The tail coefficient is $C=82.0$ Ha$^4$. At $\omega=10$ Ha, $C/\omega^4=0.0082$, three times the actual $|f|=0.0026$, so the asymptotic law is not yet reached there. The cause can be located. Every eigenvalue obeys $\varepsilon_k\le\mathrm{tr}\,S=0.345$. From $1/(1+\lambda\varepsilon)\ge1-\lambda\varepsilon$ one has $\varepsilon-\ln(1+\varepsilon)\ge\frac{\varepsilon^2}2\big(1-\frac{2\varepsilon}3\big)\ge0.77\,\frac{\varepsilon^2}2$, so $\tfrac12\mathrm{tr}\,S^2\le0.002611/0.77=0.0034$. The second-order term itself is thus far below $C/\omega^4$. The two differ only through the replacement of $\Delta_p^2+\omega^2$ by $\omega^2$, so the pairs that carry the weight in $C$ do not all have $\Delta_p\ll10$ Ha.

The frequency quadrature of (11) gives

$$E_c^{\rm RPA}=-0.42959\ \text{Ha}=-11.69\ \text{eV}.$$

Equation (14) gives $U_c^{\rm RPA}=-0.265864$, $-0.458745$, $-0.609730$ and $-0.733659$ Ha at $\lambda=0.25$, $0.5$, $0.75$ and $1$. The successive steps from zero are $-0.266$, $-0.193$, $-0.151$ and $-0.124$ Ha, negative and shrinking as convexity demands; the initial slope $2E_2=-1.2868$ Ha would give $-0.322$ Ha for the first. Simpson's rule on these points is

$$-\tfrac1{12}\big[4(0.265864)+2(0.458745)+4(0.609730)+0.733659\big]=-\tfrac{5.153525}{12}=-0.42946\ \text{Ha},$$

within $0.00013$ Ha of the closed form, and a 20-point Gauss–Legendre rule in $\lambda$ gives $-0.42959$ Ha. The plasmon form (13), with $\Omega_n$ from the non-symmetric problem in $A$ and $B$, is

$$\tfrac12\,[5510.62541-5502.64831-8.83629]=\tfrac12\,[7.97710-8.83629]=-0.4296\ \text{Ha}.$$

This also separates the two terms of (3): the logarithm integrates to $+3.9886$ Ha and the term $\chi_0v$ to $-4.4181$ Ha, each about ten times their sum.

The second-order term is $E_2=-0.64338$ Ha, and $E_c^{\rm RPA}/E_2=0.668$. The kinetic part is $T_c^{\rm RPA}=-0.42959+0.73366=0.30407$ Ha. The energy $\langle\Phi|\hat H_1|\Phi\rangle$, which is the Hartree–Fock expression evaluated with the PBE orbitals, is $-134.76966$ Ha, and the RPA total energy for the 19 electrons is $-134.76966-0.42959=-135.19925$ Ha. The self-consistent PBE total energy in the same basis is $-135.74006$ Ha, lower by $0.54$ Ha. Most of this difference comes from the finite set of pairs. It falls to $0.47$ Ha in def2-TZVP and to $0.14$ Ha in def2-QZVP, while the PBE energy and the Hartree–Fock expression change by less than $0.01$ Ha. The remainder mixes the treatment of exchange, the treatment of correlation and what is still missing from the basis. The five decimals describe the evaluation of (3) in this basis. The value is far from the basis limit. With the same core potential, (3) gives $-0.506$ Ha in def2-TZVP and $-0.836$ Ha in def2-QZVP, with $E_c^{\rm RPA}/E_2=0.667$ and $0.699$. No extrapolation in the basis was made and the core electrons are not correlated, so none of these numbers is a converged correlation energy of gold.
